# Gradient expansion and exact exchange kernel for a weakly modulated electron gas

**Question: how far towards $q=2k_F$ can the exchange gradient expansion be trusted?**

I have a spin-unpolarized uniform gas with a weak modulation, $n(z)=n_0(1+\eta\cos qz)$ at fixed particle number, and I want the exchange energy to order $\eta^2$ from LDA, GE2 and GE4. In atomic units these are

$$E_x=\int d^3r\; n\,\epsilon_x(n)\,F_x,\qquad \epsilon_x=-\frac{3k_F}{4\pi},\qquad F_x=1+\mu p+C q_L^2-\tfrac{73}{405}q_Lp+C'p^2,$$

with $n=k_F^3/3\pi^2$, $p=|\nabla n|^2/4k_F^2n^2$, $q_L=\nabla^2 n/4k_F^2n$, $\mu=10/81$, $C=146/2025$. LDA keeps the 1, GE2 adds $\mu p$, GE4 keeps everything. I am supposed to compare with the exact first-order kernel as $q\to2k_F$. I get stuck there: perturbation theory gives a six-dimensional integral with denominators that vanish. Can it be done by hand? Does it really produce $10/81$ and $146/2025$? And what happens at $2k_F$: is it just the logarithm of the Lindhard function showing through?

**Answer**

It can be reduced to a one-dimensional integral. I take "exact first-order kernel" to mean the static Kohn–Sham exchange kernel $f_x(q)$: Fock energy of Kohn–Sham orbitals, bare Coulomb interaction, first order in $e^2$, no correlation. Let $Q=q/2k_F\le1$, with $k_F$ that of $n_0$, and take $\eta\to0$ before $Q\to1$.

### What is being compared

The term linear in $\delta n$ is a constant times $\int\delta n=0$. The quadratic term per volume is $\tfrac12 f_x\langle\delta n^2\rangle=f_x\eta^2n_0^2/4$. Writing $f_x=-(\pi/k_F^2)\,\phi(Q)$ and dividing by $n_0$,

$$\frac{\Delta E_x}{N}=-\frac{\pi}{k_F^2}\,\phi\,\frac{\eta^2}{4}\,\frac{k_F^3}{3\pi^2}=-\frac{k_F}{12\pi}\eta^2\phi=\frac{\epsilon_x\eta^2}{9}\,\phi .$$

For LDA, $n\epsilon_x\propto n^{4/3}$ has second derivative $\tfrac49\epsilon_x/n_0=-k_F/3\pi n_0=-\pi/k_F^2$, so $\phi=1$. To lowest order $p=\eta^2Q^2\sin^2qz$ and $q_L=-\eta Q^2\cos qz$, so $\langle p\rangle=\eta^2Q^2/2$ and $\langle q_L^2\rangle=\eta^2Q^4/2$. Both are already of order $\eta^2$, so their prefactor is the uniform $n_0\epsilon_x$. The terms $q_Lp$ and $p^2$ start at $\eta^3$ and $\eta^4$ and drop out. Dividing by $\eta^2/9$ turns each coefficient into $9/2$ times itself:

$$\phi_{\rm LDA}=1,\qquad \phi_{\rm GE2}=1+\tfrac59Q^2,\qquad \phi_{\rm GE4}=1+\tfrac59Q^2+\tfrac{73}{225}Q^4 .$$

### The exact kernel as a double integral

Put the noninteracting gas in the Kohn–Sham potential $2\lambda\cos qz$, which couples $|\mathbf k\rangle$ to $|\mathbf k\pm\mathbf q\rangle$ with matrix element $\lambda$. With $\varepsilon_{\mathbf k}=k^2/2$, the normalized orbital is

$$\psi_{\mathbf k}=\Big[1-\frac{\lambda^2}{2}\sum_\pm\frac{1}{(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q})^2}\Big]|\mathbf k\rangle+\lambda\sum_\pm\frac{|\mathbf k\pm\mathbf q\rangle}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q}}+\dots$$

The omitted $\lambda^2$ components on $\mathbf k\pm2\mathbf q$ enter the energy at $\lambda^4$. Define $\Delta_{\mathbf k}=n_{\mathbf k}-n_{\mathbf k+\mathbf q}$ and $D_{\mathbf k}=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}$. The density matrix per spin, $\gamma=\sum_{\rm occ}|\psi\rangle\langle\psi|$, gets its off-diagonal element from the orbitals $\mathbf k$ and $\mathbf k+\mathbf q$, and its diagonal change from the normalization of $\mathbf k$ and the admixture from $\mathbf k\pm\mathbf q$:

$$\gamma_{\mathbf k+\mathbf q,\mathbf k}=-\lambda\frac{\Delta_{\mathbf k}}{D_{\mathbf k}},\qquad \gamma^{(2)}_{\mathbf{kk}}=-\lambda^2\sum_\pm\frac{n_{\mathbf k}-n_{\mathbf k\pm\mathbf q}}{(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q})^2}.$$

Small denominators between two occupied states cancel, because mixing occupied states leaves $\gamma$ unchanged. The levels also shift at order $\lambda^2$ and deform the Fermi surface. That moves electrons from one part of the Fermi sphere to another, where the exchange self-energy $\Sigma_x(k)$ has one value, so it costs $\Sigma_x(k_F)\,\delta N=0$.

With $w(\mathbf k)=4\pi/k^2$ and volume $\Omega$, insert the plane-wave form of $\gamma$ in $-\tfrac12\sum_{\rm spin}\iint|\gamma(\mathbf r,\mathbf r')|^2/|\mathbf r-\mathbf r'|$. The Coulomb integral forces equal momentum offsets $\mathbf G$ in the two factors, and the two spins cancel the $\tfrac12$:

$$E_x=-\frac1\Omega\sum_{\mathbf G}\sum_{\mathbf{kk'}}w(\mathbf k-\mathbf k')\,\gamma_{\mathbf k,\mathbf k+\mathbf G}\,\gamma_{\mathbf k',\mathbf k'+\mathbf G}.$$

The terms $\mathbf G=\pm\mathbf q$ give $-2\lambda^2\Omega^{-1}\sum w\,\Delta\Delta'/DD'$. The term $\mathbf G=0$ gives $2\sum_{\mathbf k}\Sigma_x(\mathbf k)\gamma^{(2)}_{\mathbf{kk}}$ with $\Sigma_x(\mathbf k)=-\Omega^{-1}\sum_{\mathbf k'}w\,n_{\mathbf k'}$. Shifting $\mathbf k\to\mathbf k+\mathbf q$ in the minus term makes this $-2\lambda^2\sum\Delta_{\mathbf k}[\Sigma_x(\mathbf k)-\Sigma_x(\mathbf k+\mathbf q)]/D_{\mathbf k}^2$, and the bracket equals $-\Omega^{-1}\sum_{\mathbf k'}w(\mathbf k-\mathbf k')\Delta_{\mathbf k'}$, so the term is $+2\lambda^2\Omega^{-1}\sum w\,\Delta\Delta'/D^2$. The density change is $\delta n=2\lambda\chi_0\cos qz$ with $\chi_0=-2\Omega^{-1}\sum\Delta/D$, so $\Delta E_x/\Omega=f_x\lambda^2\chi_0^2$. Symmetrizing $2/D^2\to1/D^2+1/D'^2$,

$$f_x\chi_0^2=\iint\frac{d^3k\,d^3k'}{(2\pi)^6}\,\frac{4\pi}{|\mathbf k-\mathbf k'|^2}\,\Delta\Delta'\Big(\frac1D-\frac1{D'}\Big)^2 .$$

Shift $\mathbf k\to\mathbf k-\mathbf q/2$ and write $z=k_z$. Then $D=qz$, and $\Delta$ is the ball of radius $k_F$ centred at $+q/2$ minus the ball centred at $-q/2$. With $\chi_0=-k_FF/\pi^2$ and $P\equiv\phi F^2$, the left side is $-P/\pi^3$, and

$$P=\frac{V-S}{8\pi^2q^2},\qquad V=\iint\frac{\Delta\Delta'\,d^3k\,d^3k'}{zz'\,|\mathbf k-\mathbf k'|^2},\qquad S=\iint\frac{\Delta\Delta'\,d^3k\,d^3k'}{z^2\,|\mathbf k-\mathbf k'|^2}.$$

In $S$ the $\mathbf k'$ integral is done first, as in the derivation. The region $\Delta\neq0$ reaches $z=0$ only at the circle where the two spheres intersect, radius $\rho_0=k_F\sqrt{1-Q^2}$. Plain perturbation theory fails in a neighbourhood of that circle that shrinks with $\lambda$; since $V$ and $S$ converge there, as shown below, the $\lambda^2$ coefficient is unaffected. The gap $2\lambda$ opens at energy $Q^2\varepsilon_F$, so weakness means $\lambda\ll\varepsilon_F(1-Q^2)$.

### Removing the denominators

$P$ is dimensionless, so measure momenta in units of $\rho_0$. Let $S_t$ be the sphere with centre $\sinh t$ on the $z$ axis and radius $\cosh t$. All $S_t$ pass through the unit circle in the plane $z=0$. The two Fermi spheres are $S_{\pm\tau}$ with $k_F=\cosh\tau$, $q=2\sinh\tau$, $\tanh\tau=Q$. If $r_t$ is the distance to the centre, then $\partial_t(\cosh t-r_t)=\sinh t+\cosh t\,(z-\sinh t)/r_t$, which equals $z$ on the sphere. Hence $\partial_t\,\theta(\cosh t-r_t)=z\,\delta(\cosh t-r_t)$ and

$$\int d^3k\,\frac{\Delta}{z}\,(\cdots)=\int_{-\tau}^{\tau}dt\oint_{S_t}dS\,(\cdots).$$

One power of $1/z$ is gone. The Lindhard function follows at once: $\int\Delta/z=\int4\pi\cosh^2t\,dt=4\pi(\tau+\sinh\tau\cosh\tau)$, so $\chi_0=-\frac{2}{(2\pi)^3}\frac{4\pi(\tau+\sinh\tau\cosh\tau)}{2\sinh\tau}$, and dividing by $-\cosh\tau/\pi^2$,

$$F=\frac12+\frac{\tau}{\sinh2\tau}=\frac12+\frac{1-Q^2}{2Q}\,\tau .$$

### The vertex part $V$

We need $K(a,b)=\oint_{S_a}\oint_{S_b}dS\,dS'/|\mathbf k-\mathbf k'|^2$. Take $a>b$, radii $R_1=\cosh a$, $R_2=\cosh b$, centre distance $d=\sinh a-\sinh b$. For a point at distance $r$ from the centre of $S_b$,

$$2\pi R_2^2\int_{-1}^1\frac{du}{r^2+R_2^2-2rR_2u}=\frac{2\pi R_2}{r}\ln\Big|\frac{r+R_2}{r-R_2}\Big| .$$

On $S_a$, $r^2=R_1^2+d^2+2R_1d\,u$ gives $dS=2\pi R_1r\,dr/d$, with $r$ from $|R_1-d|$ to $R_1+d$. The logarithm has antiderivative $g(r)=\ell(r+R_2)-\ell(r-R_2)$ with $\ell(x)=x\ln|x|$; $\ell$ is odd, so $g$ is even and the modulus can be dropped:

$$K=\frac{4\pi^2R_1R_2}{d}\,\big[g(R_1+d)-g(R_1-d)\big].$$

With $\sigma=(a+b)/2$ and $\delta=(a-b)/2$ the four arguments factorize: $R_1+R_2\pm d=2e^{\pm\delta}\cosh\sigma$ and $R_1-R_2\pm d=\pm2e^{\pm\sigma}\sinh\delta$. The first pair contributes $4\cosh\sigma[\sinh\delta\ln(2\cosh\sigma)+\delta\cosh\delta]$ and the second $-4\sinh\delta[\cosh\sigma\ln(2\sinh\delta)+\sigma\sinh\sigma]$. Since $d=2\cosh\sigma\sinh\delta$, the bracket is $2d\,\kappa$ with

$$\kappa(a,b)=\ln\frac{\cosh\sigma}{|\sinh\delta|}+\delta\coth\delta-\sigma\tanh\sigma .$$

So $V=8\pi^2\tilde V$ with $\tilde V=\int_{-\tau}^\tau\!\int_{-\tau}^\tau\cosh a\cosh b\;\kappa\,da\,db$. Its only singularity is an integrable logarithm at $a=b$.

### The self-energy part $S$

Integrating the single-sphere formula over radii $s$ from 0 to $R=\cosh\tau$ gives the ball integral. The antiderivative of $s\ln|(r+s)/(r-s)|$ is $\tfrac12(s^2-r^2)\ln|(r+s)/(r-s)|+rs$, as differentiation confirms, so with $y=r/R$

$$\beta(r)=2\pi R\Big[1+\frac{1-y^2}{2y}\ln\Big|\frac{1+y}{1-y}\Big|\Big].$$

Then $S=\int dt\oint dS\,[\beta(r_+)-\beta(r_-)]/z$, where $r_\pm$ are the distances to $\pm\sinh\tau$. At $z=0$ both equal $R$ and $\beta=2\pi R$; subtract this from each term so that each is finite. The mirror $(t,z)\to(-t,-z)$ swaps $r_\pm$ and flips $1/z$, so the two terms are equal. A zone of $S_t$ has area $dS=2\pi\cosh t\,dz$. On $S_t$, $|\mathbf k|^2=1+2z\sinh t$, so $r_+^2=R^2-2zd$ with $d=\sinh\tau-\sinh t$. Thus $y^2-1\propto z$ and $dz/z=2y\,dy/(y^2-1)$, which cancels the prefactor of the logarithm:

$$[\beta-2\pi R]\frac{dz}{z}=-2\pi\ln\Big|\frac{r+R}{r-R}\Big|\,dr .$$

As $z$ rises from the bottom of $S_t$ to the top, $r$ falls from $\cosh t+d$ to $|\cosh t-d|$. The integral is therefore $2\pi$ times the bracket met above for the pair $(\tau,t)$, with the roles of the spheres exchanged; $K$ is symmetric in the two spheres, so the bracket is again $2d\,\kappa$. Collecting $2\cdot2\pi\cdot2\pi\cdot2$,

$$S=8\pi^2\tilde S,\qquad \tilde S=2\int_{-\tau}^\tau\cosh t\;d\;\kappa(\tau,t)\,dt,\qquad M\equiv\tilde V-\tilde S=4\sinh^2\tau\,P .$$

### One integral

Differentiate in $\tau$. As $\kappa$ is even in $\sigma$ and in $\delta$, the four edges of the square are equivalent: $d\tilde V/d\tau=4\cosh\tau\int\cosh t\,\kappa\,dt$. In $\tilde S$ the upper limit gives nothing ($d\ln d\to0$), the lower gives $4\cosh\tau\sinh\tau\,\kappa(\tau,-\tau)$, the factor $d$ gives $2\cosh\tau\int\cosh t\,\kappa$, and $\kappa$ itself must be differentiated. Its derivatives have no logarithm: $\kappa_\sigma=-\sigma/\cosh^2\sigma$, $\kappa_\delta=-\delta/\sinh^2\delta$. With $X=\delta\cosh\sigma/\sinh\delta$ and $Y=\sigma\sinh\delta/\cosh\sigma$, the rules $\partial_\tau=\tfrac12(\partial_\sigma+\partial_\delta)$, $\partial_t=\tfrac12(\partial_\sigma-\partial_\delta)$ give $d\,\partial_\tau\kappa=-(X+Y)$ and $d\,\partial_t\kappa=X-Y$. So

$$\frac{dM}{d\tau}=2\cosh\tau\int\cosh t\,\kappa\,dt-4\cosh\tau\sinh\tau\,\kappa(\tau,-\tau)+2\int\cosh t\,(X+Y)\,dt .$$

Because $\cosh t=-\partial_td$, integration by parts gives $\int\cosh t\,\kappa\,dt=2\sinh\tau\,\kappa(\tau,-\tau)+\int(X-Y)dt$, and the boundary terms cancel. Using $\cosh\tau+\cosh t=2\cosh\sigma\cosh\delta$ and $\cosh\tau-\cosh t=2\sinh\sigma\sinh\delta$,

$$\frac{dM}{d\tau}=4\int_{-\tau}^{\tau}dt\,\big[\delta\coth\delta\cosh^2\sigma-\sigma\tanh\sigma\sinh^2\delta\big].$$

Here $\sigma+\delta=\tau$, each runs over $(0,\tau)$, and $|dt|=2\,d\delta=2\,d\sigma$. Calling $x=\delta$ in the first term and $x=\sigma$ in the second, $dM/d\tau=8\int_0^\tau x[\coth x\cosh^2(\tau-x)-\tanh x\sinh^2(\tau-x)]dx$. Integrate from $M(0)=0$ and swap the order, so that $v=\tau'-x$ runs from 0 to $\tau-x$. The antiderivatives of $\cosh^2v$ and $\sinh^2v$ are $\tfrac14\sinh2v\pm\tfrac v2$, and $\coth x-\tanh x=2/\sinh2x$, $\coth x+\tanh x=2\coth2x$. The result is

$$\phi=\frac{P}{F^2},\qquad P=\frac{A}{\sinh^2\tau},\qquad A=\int_0^\tau x\Big[\frac{\sinh2(\tau-x)}{\sinh2x}+2(\tau-x)\coth2x\Big]dx .$$

This holds for $Q<1$ and at $Q=1$ as a limit. For $Q>1$ the spheres do not intersect and the parametrization does not apply.

### Small $Q$: the published coefficients

Since $\sinh2(\tau-x)/\sinh2x=\sinh2\tau\coth2x-\cosh2\tau$,

$$A=(\sinh2\tau+2\tau)I_1-\tfrac12\tau^2\cosh2\tau-2I_2,\qquad I_m=\int_0^\tau x^m\coth2x\,dx .$$

From $x\coth2x=\tfrac12+\tfrac23x^2-\tfrac8{45}x^4+\dots$ we get $I_1=\tfrac12\tau+\tfrac29\tau^3-\tfrac8{225}\tau^5$ and $I_2=\tfrac14\tau^2+\tfrac16\tau^4-\tfrac4{135}\tau^6$. Also $\sinh2\tau+2\tau=4\tau+\tfrac43\tau^3+\tfrac4{15}\tau^5$ and $\cosh2\tau=1+2\tau^2+\tfrac23\tau^4$. The coefficients of $A$ are $2-\tfrac12-\tfrac12=1$ at $\tau^2$, $\tfrac89+\tfrac23-1-\tfrac13=\tfrac29$ at $\tau^4$, and $-\tfrac{32}{225}+\tfrac8{27}+\tfrac2{15}-\tfrac13+\tfrac8{135}=\tfrac1{75}$ at $\tau^6$. Dividing by $\sinh^2\tau=\tau^2(1+\tfrac13\tau^2+\tfrac2{45}\tau^4)$ gives $\tfrac29-\tfrac13=-\tfrac19$ and $\tfrac1{75}-\tfrac2{45}+\tfrac1{27}=\tfrac4{675}$. With $\tau=Q+\tfrac13Q^3+\tfrac15Q^5$, $\tau^2=Q^2+\tfrac23Q^4$, so

$$P=1-\tfrac19Q^2-\tfrac{46}{675}Q^4,\qquad F=1-\tfrac13Q^2-\tfrac1{15}Q^4,\qquad F^2=1-\tfrac23Q^2-\tfrac1{45}Q^4 .$$

Matching powers in $P=\phi F^2$ gives $\phi_2=-\tfrac19+\tfrac23=\tfrac59$ and $\phi_4=-\tfrac{46}{675}+\tfrac23\cdot\tfrac59+\tfrac1{45}=\tfrac{219}{675}=\tfrac{73}{225}$. Multiplying by $2/9$ returns $\mu=10/81$ and $C=146/2025$. The leading 1 is the LDA kernel, obtained earlier without orbitals, which checks the normalization and the Fermi-surface argument at long wavelength. The same expansion carried one order further by the program gives $19261/99225\approx0.194$ for $Q^6$; it is positive, so GE4 starts out below the exact $\phi$. Linear response says nothing about $-73/405$ or $C'$.

### The approach to $2k_F$

Now $\tau\to\infty$. Let $\varepsilon=1-Q$, so $e^{-2\tau}=\varepsilon/(2-\varepsilon)$. From $\coth2x-1=2\sum_{m\ge1}e^{-4mx}$, $\int_0^\infty x(\coth2x-1)dx=2\sum1/16m^2=\pi^2/48$ and $\int_0^\infty x^2(\coth2x-1)dx=4\sum1/64m^3=\zeta(3)/16$. So $I_1=\tfrac12\tau^2+\tfrac{\pi^2}{48}$ and $I_2=\tfrac13\tau^3+\tfrac{\zeta(3)}{16}$, up to tails of order $\tau^me^{-4\tau}$. In $A$ the two large $\tau^2$ terms leave only $-\tfrac12\tau^2e^{-2\tau}$. With $\sinh2\tau/\sinh^2\tau=2/Q$ and $1/\sinh^2\tau=(1-Q^2)/Q^2$,

$$P=\frac{\pi^2}{24Q}+\frac{1-Q^2}{Q^2}\Big(\frac{\tau^3}{3}+\frac{\pi^2\tau}{24}-\frac{\zeta(3)}8\Big)+O(\varepsilon^2\tau^2).$$

To first order $1/Q=1+\varepsilon$, $(1-Q^2)/Q^2=2\varepsilon$, $F=\tfrac12+\varepsilon\tau$, $F^{-2}=4(1-4\varepsilon\tau)$. The order-$\varepsilon$ terms of the product are $\tfrac{\pi^2}6+\tfrac83\tau^3+\tfrac{\pi^2}3\tau-\zeta(3)$ from $P$ and $-\tfrac{2\pi^2}3\tau$ from $F^{-2}$. With $L=2\tau=\ln[(1+Q)/(1-Q)]$,

$$\phi=\frac{\pi^2}{6}+\varepsilon\Big[\frac{L^3}{3}-\frac{\pi^2L}{6}+\frac{\pi^2}{6}-\zeta(3)\Big]+O(\varepsilon^2L^4).$$

So $\phi(1)=\pi^2/6\approx1.645$, reached from above with slope $d\phi/dQ\simeq-L^3/3\to-\infty$. This is not the Lindhard logarithm: $F^{-2}$ contributes a single power of $L$ with the opposite sign, pushing $\phi$ up as $Q\to1$. The fall comes from the $L^3$ term of $P$. Since $\phi(0)=1$ and $\phi$ descends onto $\pi^2/6$, it has a maximum inside the interval. No polynomial in $Q^2$ has an infinite slope, and the series of $\phi$ in $Q^2$ has radius of convergence at most $Q=1$. It is exactly 1: the disc $|Q|<1$ maps to the strip $|\mathrm{Im}\,\tau|<\pi/4$, where $A/\sinh^2\tau$ is analytic, and $F=1-\sum_{n\ge1}Q^{2n}/(4n^2-1)$ has no zero there because the sum is below $\tfrac12$ in modulus. The series therefore converges for every $Q<1$, but slowly near $Q=1$. The leading neglected term is $-4\varepsilon\tau\cdot\tfrac83\varepsilon\tau^3=-\tfrac23\varepsilon^2L^4$, so the asymptote is useful only very near $Q=1$: it gives 2.057 against the exact 2.018 at $\varepsilon=10^{-2}$, 1.7792 against 1.7773 at $10^{-3}$, and 1.67573 against 1.67567 at $10^{-4}$.

### Numbers

Take a model gas with $k_F=1$ Å$^{-1}$ and $\eta=0.01$. Then $\varepsilon_F=3.810$ eV, $\epsilon_x=-3.438$ eV, and the LDA energy at any $q$ is $-3.43766\times10^{-4}/9=-3.820\times10^{-5}$ eV per electron ($-1.404\times10^{-6}$ hartree).

At $Q=0.5$, $\tilde V-\tilde S=4.090104-2.800699=1.289405$ and $4\sinh^2\tau=4Q^2/(1-Q^2)=4/3$, so $P=0.96705$ and $\phi=0.96705/0.91198^2=1.1627$.

At $Q=0.95$ ($q=1.90$ Å$^{-1}$), $\phi=0.71332/0.59400^2=2.0217$. GE2 gives $1+\tfrac59(0.95)^2=1.5014$, and GE4 adds $\tfrac{73}{225}(0.95)^4$ to reach 1.7657. Multiplying by the LDA energy gives $-7.72$, $-5.73$ and $-6.74\times10^{-5}$ eV. In the table the errors are in percent of the exact second-order energy, and a negative sign means too small a magnitude.

| $Q$ | $\phi$ exact | $\Delta E_x/N$ exact ($10^{-5}$ eV) | LDA | GE2 | GE4 |
|---|---|---|---|---|---|
| 0.25 | 1.0360 | −3.96 | −3.5 | −0.13 | −0.005 |
| 0.50 | 1.1627 | −4.44 | −14.0 | −2.1 | −0.3 |
| 0.75 | 1.4669 | −5.60 | −31.8 | −10.5 | −3.5 |
| 0.90 | 1.8504 | −7.07 | −46.0 | −21.6 | −10.1 |
| 0.95 | 2.0217 | −7.72 | −50.5 | −25.7 | −12.7 |
| 0.9752 | 2.0728 | −7.92 | −51.8 | −26.3 | −12.1 |
| 0.99 | 2.0175 | −7.71 | −50.4 | −23.4 | −8.0 |
| 1 | 1.6449 | −6.28 | −39.2 | −5.4 | +14.3 |

The maximum lies at $Q=0.9752$, where the exact energy is $-2.91\times10^{-6}$ hartree; at $Q=1$ it is $-2.31\times10^{-6}$ hartree. At every tabulated $Q<1$ each order improves on the one before. At the very end the order reverses: GE4 crosses the exact curve at $Q=0.9972$ ($\phi=1.873$) and ends at 1.880, above $\pi^2/6$, while GE2 ends at 1.556, below it and closer. The two curves meet because the exact one falls steeply through a rising polynomial, so the small errors near $Q=1$ are accidental and do not mean that the partial sums have converged: at the crossing the $Q^6$ term adds $0.194\,Q^6=0.191$ and moves the sum from 1.873 to 2.064.

The last rows should be read against the weakness condition. From $2\lambda|\chi_0|=\eta n_0$, $\lambda=\eta\varepsilon_F/3F$, which is $0.01\times3.810/(3\times0.594)=0.0214$ eV at $Q=0.95$. The ratio $\lambda/[\varepsilon_F(1-Q^2)]$ is 0.005 at $Q=0.5$, 0.058 at 0.95, 0.12 at the peak and 0.32 at 0.99, and it diverges at $Q=1$. From about the peak onward the condition is no longer well met, so the entries are the $\eta^2$ coefficient evaluated at $\eta=0.01$, and the derivation alone does not bound how far they lie from the full energy of that modulation. The ratio marks where the guarantee ends; it does not measure the size of the error. I have not computed the higher-order corrections.

The numerical check asserts the three approximate kernels against real-space quadrature (for two values of $C'$), the perturbation formula at fixed occupation against diagonalization in a closed-shell box, the integrals $F$, $\beta$, $K$ and $S$ against quadrature, $P$ against a cylindrical quadrature that uses no spheres $S_t$ (including $Q=1$), the series, the asymptote within $\varepsilon^2L^4$, and the ordering LDA $<$ GE2 $<$ exact with one GE4 crossing on a grid of $Q$ from 0.1 to $1-10^{-8}$. That ordering is a numerical finding on the grid, not a theorem. In its output $\tilde V$, $\tilde S$ and $M$ appear as V', S' and N.

## Computed values

```
kF = 1.00 1/A, eta = 0.01, n0 = 0.033774 1/A^3
eF = 3.80998 eV, eps_x = -3.43766 eV
f_LDA = -45.2378 eV A^3
dE/N LDA (all Q) = -3.81962e-05 eV = -1.40369e-06 Ha
series P   Q^2,Q^4,Q^6: -1/9 -46/675 -1562/33075
series phi Q^2,Q^4,Q^6: 5/9 73/225 19261/99225 (c6 = 0.19411)
Q=0.5: V' = 4.090104, S' = 2.800699, N = 1.289405
Q=1: P direct = 0.411234, pi^2/24 = 0.411234, pi^2/6 = 1.644934
peak: Q = 0.9752, phi = 2.0728; GE4 crossing: Q = 0.99718, phi = 1.8732
1-Q = 1e-02: L = 5.2933, phi = 2.01753, asymptote = 2.05667
1-Q = 1e-03: L = 7.6004, phi = 1.77730, asymptote = 1.77922
1-Q = 1e-04: L = 9.9034, phi = 1.67567, asymptote = 1.67573
Q, q(1/A), tau, F, P, phi exact, phi GE2, phi GE4 (dimensionless)
0.2500 0.5000 0.2554 0.97890 0.99278 1.03604 1.03472 1.03599
0.5000 1.0000 0.5493 0.91198 0.96705 1.16273 1.13889 1.15917
0.7500 1.5000 0.9730 0.78378 0.90112 1.46689 1.31250 1.41516
0.9000 1.8000 1.4722 0.65540 0.79482 1.85036 1.45000 1.66287
0.9500 1.9000 1.8318 0.59400 0.71332 2.02167 1.50139 1.76565
0.9752 1.9503 2.1880 0.55504 0.63857 2.07282 1.52830 1.82169
0.9900 1.9800 2.6467 0.52660 0.55948 2.01753 1.54450 1.85616
1.0000 2.0000 inf 0.50000 0.41123 1.64493 1.55556 1.88000
Q, dE/N (eV) exact, GE2, GE4; error % LDA, GE2, GE4
0.2500 -3.9573e-05 -3.9523e-05 -3.9571e-05 -3.48 -0.13 -0.005
0.5000 -4.4412e-05 -4.3501e-05 -4.4276e-05 -14.00 -2.05 -0.307
0.7500 -5.6030e-05 -5.0133e-05 -5.4054e-05 -31.83 -10.52 -3.527
0.9000 -7.0677e-05 -5.5385e-05 -6.3515e-05 -45.96 -21.64 -10.133
0.9500 -7.7220e-05 -5.7347e-05 -6.7441e-05 -50.54 -25.74 -12.664
0.9752 -7.9174e-05 -5.8375e-05 -6.9582e-05 -51.76 -26.27 -12.115
0.9900 -7.7062e-05 -5.8994e-05 -7.0898e-05 -50.43 -23.45 -7.999
1.0000 -6.2830e-05 -5.9416e-05 -7.1809e-05 -39.21 -5.43 +14.290
Q, lambda (eV), lambda/[eF(1-Q^2)]
0.2500 0.01297 0.0036
0.5000 0.01393 0.0049
0.7500 0.01620 0.0097
0.9000 0.01938 0.0268
0.9500 0.02138 0.0576
0.9752 0.02288 0.1224
0.9900 0.02412 0.3181
exact dE/N at peak = -2.9096e-06 Ha, at Q=1 = -2.3090e-06 Ha
```
